# Inverse-square field dependence of roughness-limited mobility: two derivations: verification in Python

```python
"""Roughness-limited mobility of a one-subband electron layer at T = 0.

Result under test (atomic units, e = 1):
    mobility = 2 pi / (m^2 F^2 J),  F = (4 pi / kappa) (N_depl + N_s / 2),
    J = integral over angle of (1 - cos) S(q) / eps(q)^2, q = 2 k_F sin(angle/2),
so mobility varies as F^-2 when k_F, S(q) and eps(q) are fixed.
m: in-plane mass; m_z: normal mass; kappa: dielectric constant;
N_s: electron sheet density; N_depl: fixed sheet charge behind the layer;
S: roughness power spectrum; eps: static screening function of the subband;
H: Coulomb form factor of the subband; F: mean force = effective field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import j0

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10        # angstrom
TIME_FS = const.physical_constants["atomic unit of time"][0] * 1e15
MOBILITY = BOHR**2 / (TIME_FS * HARTREE)                        # A^2/(V fs)
FORCE = HARTREE / BOHR                                          # eV/A
CM2_PER_A2FS = 1e-16 / 1e-15                                    # to cm^2/(V s)

m_z, m, degeneracy, kappa = 0.9, 0.2, 4, 12.0
barrier = 3.0 / HARTREE
height, corr_length = 2.0 / BOHR, 15.0 / BOHR
q_screen = degeneracy * m / kappa

# Grid: the flat interface z = 0 lies midway between two grid points.
cells_per_height = 80
h = height / cells_per_height
n_left, n_right = int(20 / h), int(260 / h)
z = (np.arange(-n_left, n_right) + 0.5) * h


def lowest_states(potential, count=1):
    diagonal = 1 / (m_z * h**2) + potential
    off = np.full(len(potential) - 1, -0.5 / (m_z * h**2))
    energy, psi = eigh_tridiagonal(diagonal, off, select="i",
                                   select_range=(0, count - 1))
    return energy, psi / np.sqrt(h)


def smooth_force(rho, n_s, n_depl):
    behind = 1 - (np.cumsum(rho) - 0.5 * rho) * h
    return 4 * np.pi / kappa * (n_depl + n_s * behind)


def integrate_force(force):
    v = (np.cumsum(force) - 0.5 * force) * h
    return v - 0.5 * (v[n_left - 1] + v[n_left])


q_grid = np.linspace(0, 0.06, 121)


def form_factor(rho):
    values = []
    for q in q_grid:
        grow = rho * np.exp(q * z) * h
        inner = np.cumsum(grow) - 0.5 * grow
        values.append(2 * h * np.sum(rho * np.exp(-q * z) * inner))
    return np.array(values)


def mean_field(n_s, n_depl):
    return 4 * np.pi / kappa * (n_depl + n_s / 2)


def fermi_k(n_s):
    return np.sqrt(4 * np.pi * n_s / degeneracy)


def solve_layer(n_s_A, n_depl_A):
    """Self-consistent Hartree layer; densities given per square angstrom."""
    n_s, n_depl = n_s_A * BOHR**2, n_depl_A * BOHR**2
    v = mean_field(n_s, n_depl) * z
    for _ in range(100):
        energy, psi = lowest_states(v + barrier * (z < 0))
        rho = psi[:, 0]**2
        force = smooth_force(rho, n_s, n_depl)
        change = integrate_force(force) - v
        if np.max(np.abs(change)) < 1e-9:
            break
        v = v + 0.5 * change
    assert np.max(np.abs(change)) < 1e-9
    energy, psi = lowest_states(v + barrier * (z < 0), 2)
    ground = psi[:, 0]
    at_interface = 0.5 * (ground[n_left - 1] + ground[n_left])
    layer = dict(n_s=n_s, n_depl=n_depl, v=v, rho=ground**2,
                 energy=energy[0], gap=energy[1] - energy[0],
                 coupling=barrier * at_interface**2,
                 field=mean_field(n_s, n_depl), k=fermi_k(n_s),
                 form=form_factor(ground**2), z_mean=h * np.sum(z * ground**2))
    # only the lowest subband is filled
    assert layer["gap"] > layer["k"]**2 / (2 * m)
    # interface coupling from the wave function against charge formula
    assert abs(layer["coupling"] / layer["field"] - 1) < 2e-3
    return layer


def spectrum(q):
    return (2 * np.pi * height**2 * corr_length**2
            / (1 + (q * corr_length)**2)**1.5)


def inverse_eps(q, form):
    return q / (q + q_screen * np.interp(q, q_grid, form))


nodes, weights = np.polynomial.legendre.leggauss(200)


def angle_integral(k_spectrum, k_screening, form):
    theta = 0.5 * np.pi * (nodes + 1)
    s = 2 * np.sin(theta / 2)
    integrand = ((1 - np.cos(theta)) * spectrum(k_spectrum * s)
                 * inverse_eps(k_screening * s, form)**2)
    return np.pi * np.sum(weights * integrand)


def formula_mobility(layer, form):
    j = angle_integral(layer["k"], layer["k"], form)
    return 2 * np.pi / (m**2 * layer["field"]**2 * j)


def boltzmann_mobility(layer, form, n=360):
    """Solve the linearized Boltzmann equation on the Fermi circle."""
    theta = 2 * np.pi * np.arange(n) / n
    q = 2 * layer["k"] * np.abs(np.sin((theta[:, None] - theta) / 2))
    rate = (m / (2 * np.pi) * layer["coupling"]**2 * spectrum(q)
            * inverse_eps(q, form)**2 * 2 * np.pi / n)
    collision = np.diag(rate.sum(axis=1)) - rate
    response = np.linalg.lstsq(collision, np.cos(theta), rcond=1e-10)[0]
    speed = layer["k"] / m
    return (degeneracy * m * speed**2 / (4 * np.pi**2 * layer["n_s"])
            * np.sum(np.cos(theta) * response) * 2 * np.pi / n)


def exponent(mobilities, layers):
    return (np.log(mobilities[-1] / mobilities[0])
            / np.log(layers[-1]["field"] / layers[0]["field"]))


back_bias = [solve_layer(4e-4, d) for d in (2e-4, 4e-4, 8e-4)]
gate_sweep = [solve_layer(2e-4, 2e-4), back_bias[0], solve_layer(6e-4, 2e-4)]
ref = back_bias[1]
k_ref, field_ref = ref["k"], ref["field"]


# Uniform displacement of the barrier in the frozen smooth potential.
def displaced_energy(cells):
    return lowest_states(ref["v"] + barrier * (z < cells * h))[0][0]


slope = (displaced_energy(4) - displaced_energy(-4)) / (8 * h)
assert abs(slope / field_ref - 1) < 2e-3
shift_in = displaced_energy(cells_per_height) - ref["energy"]
shift_out = displaced_energy(-cells_per_height) - ref["energy"]
linear_shift = field_ref * height
assert abs(shift_in / linear_shift - 1) < 0.1
assert abs(-shift_out / linear_shift - 1) < 0.1
strip = slice(n_left, n_left + cells_per_height)
full_step = barrier * h * np.sum(ref["rho"][strip])

# Hard wall: squared slope of the wave function against mean smooth force.
wall_psi = lowest_states(ref["v"][n_left:])[1][:, 0]
wall_coupling = (wall_psi[0] / h)**2 / (2 * m_z)
force_ref = smooth_force(ref["rho"], ref["n_s"], ref["n_depl"])
wall_force = h * np.sum(wall_psi**2 * force_ref[n_left:])
assert abs(wall_coupling / wall_force - 1) < 3e-3

# Roughness spectrum from the height correlation function.
for q in (0.3 * k_ref, k_ref, 2 * k_ref):
    transform = quad(lambda r: 2 * np.pi * r * j0(q * r) * height**2
                     * np.exp(-r / corr_length), 0, 40 * corr_length,
                     limit=300)[0]
    assert abs(transform / spectrum(q) - 1) < 1e-6

# Static polarization from its principal-value integral, q below 2 k_F.
for q in (0.5 * k_ref, k_ref, 1.7 * k_ref):
    principal = quad(lambda x: 2 * np.sqrt(max(k_ref**2 - x**2, 0.0)),
                     -k_ref, k_ref, weight="cauchy", wvar=-q / 2,
                     limit=300)[0]
    polarization = degeneracy * m * principal / (2 * np.pi**2 * q)
    assert abs(polarization / (degeneracy * m / (2 * np.pi)) - 1) < 1e-3

# Coulomb form factor from a finite-difference Poisson solution.
for q in (k_ref, 2 * k_ref):
    bands = np.zeros((3, len(z)))
    bands[0, 1:] = bands[2, :-1] = -1 / h**2
    bands[1] = 2 / h**2 + q**2
    bands[1, [0, -1]] -= np.exp(-q * h) / h**2
    phi = solve_banded((1, 1), bands, 4 * np.pi * ref["rho"] / kappa)
    direct = h * np.sum(ref["rho"] * phi)
    by_form = (2 * np.pi / (kappa * q)
               * np.interp(q, q_grid, ref["form"]))
    assert abs(direct / by_form - 1) < 2e-3

# Golden-rule momentum relaxation rate by summing over final states.
axis = np.linspace(-1.3, 1.3, 1201) * k_ref
kx, ky = np.meshgrid(axis, axis)
k_final = np.hypot(kx, ky) + 1e-15
width = 0.02 * k_ref**2 / (2 * m)
delta = (np.exp(-0.5 * ((k_final**2 - k_ref**2) / (2 * m * width))**2)
         / (width * np.sqrt(2 * np.pi)))
q_final = np.hypot(kx - k_ref, ky)
q_final = np.maximum(q_final, 1e-12)
summand = (ref["coupling"]**2 * spectrum(q_final)
           * inverse_eps(q_final, ref["form"])**2
           * (1 - kx / k_final) * delta)
rate_sum = 2 * np.pi * summand.sum() * (axis[1] - axis[0])**2 / (4 * np.pi**2)
j_ref = angle_integral(k_ref, k_ref, ref["form"])
rate_formula = m * field_ref**2 * j_ref / (2 * np.pi)
assert abs(rate_sum / rate_formula - 1) < 1e-2

# Mobility series: fixed screening, updated layer shape, gate sweep.
mu_frozen = [boltzmann_mobility(a, ref["form"]) for a in back_bias]
mu_updated = [boltzmann_mobility(a, a["form"]) for a in back_bias]
mu_gate = [boltzmann_mobility(a, a["form"]) for a in gate_sweep]
for layer, mu in zip(back_bias, mu_frozen):
    assert abs(mu / formula_mobility(layer, ref["form"]) - 1) < 5e-3
for layer, mu in zip(gate_sweep, mu_gate):
    assert abs(mu / formula_mobility(layer, layer["form"]) - 1) < 5e-3
power_frozen = exponent(mu_frozen, back_bias)
power_updated = exponent(mu_updated, back_bias)
power_gate = exponent(mu_gate, gate_sweep)
assert abs(power_frozen + 2) < 5e-3
# a narrower layer screens more strongly, so mobility falls more slowly
assert back_bias[-1]["z_mean"] < back_bias[0]["z_mean"]
assert np.all(back_bias[-1]["form"][1:] > back_bias[0]["form"][1:])
assert power_updated > power_frozen + 0.01

# Split the gate-sweep exponent: spectrum, then screening momentum, then shape.
first, last = gate_sweep[0], gate_sweep[-1]
chain = [angle_integral(first["k"], first["k"], first["form"]),
         angle_integral(last["k"], first["k"], first["form"]),
         angle_integral(last["k"], last["k"], first["form"]),
         angle_integral(last["k"], last["k"], last["form"])]
parts = -np.diff(np.log(chain)) / np.log(last["field"] / first["field"])
assert abs(-2 + parts.sum() - power_gate) < 2e-2

print(f"masses m_z, m (electron masses): {m_z}, {m}")
print(f"degeneracy, dielectric constant: {degeneracy}, {kappa}")
print(f"barrier: {barrier * HARTREE:.3f} eV")
print(f"rms height, correlation length: {height * BOHR:.2f}, "
      f"{corr_length * BOHR:.2f} A")
print("Reference layer")
print(f"N_s, N_depl: {ref['n_s'] / BOHR**2:.2e}, "
      f"{ref['n_depl'] / BOHR**2:.2e} A^-2")
print(f"F from charges: {field_ref * FORCE:.6f} eV/A")
print(f"V0 |psi(0)|^2: {ref['coupling'] * FORCE:.6f} eV/A")
print(f"slope of displaced energy: {slope * FORCE:.6f} eV/A")
print(f"hard wall, psi'^2/(2 m_z): {wall_coupling * FORCE:.6f} eV/A")
print(f"hard wall, mean force: {wall_force * FORCE:.6f} eV/A")
print(f"barrier decay length of psi: "
      f"{BOHR / np.sqrt(2 * m_z * (barrier - ref['energy'])):.3f} A")
print(f"F times rms height: {linear_shift * HARTREE:.5f} eV")
print(f"energy shift, barrier in by rms: {shift_in * HARTREE:.5f} eV")
print(f"energy shift, barrier out by rms: {shift_out * HARTREE:.5f} eV")
print(f"full-step matrix element: {full_step * HARTREE:.5f} eV")
print(f"charge share in barrier: {h * ref['rho'][:n_left].sum():.2e}")
print(f"Fermi energy: {k_ref**2 / (2 * m) * HARTREE:.4f} eV")
print(f"gap to second subband: {ref['gap'] * HARTREE:.4f} eV")
print(f"k_F: {k_ref / BOHR:.5f} A^-1")
print(f"q_s: {q_screen / BOHR:.5f} A^-1")
for label, q in (("k_F", k_ref), ("2 k_F", 2 * k_ref)):
    print(f"at q = {label}: H = {np.interp(q, q_grid, ref['form']):.4f}, "
          f"eps = {1 / inverse_eps(q, ref['form']):.4f}, "
          f"S = {spectrum(q) * BOHR**4:.1f} A^4")
print(f"J: {j_ref * BOHR**4:.2f} A^4")
print(f"relaxation time, formula: {TIME_FS / rate_formula:.1f} fs")
print(f"relaxation time, state sum: {TIME_FS / rate_sum:.1f} fs")
mu_ref = formula_mobility(ref, ref["form"]) * MOBILITY
print(f"mobility, formula: {mu_ref:.1f} A^2/(V fs)")
print(f"the same: {mu_ref * CM2_PER_A2FS:.0f} cm^2/(V s)")
print("Back bias at fixed N_s; mobilities in A^2/(V fs)")
print("N_depl (A^-2), F (eV/A), mean z (A), mu fixed eps, mu updated eps")
for a, mu_a, mu_b in zip(back_bias, mu_frozen, mu_updated):
    print(f"{a['n_depl'] / BOHR**2:.1e}  {a['field'] * FORCE:.6f}  "
          f"{a['z_mean'] * BOHR:.2f}  {mu_a * MOBILITY:.1f}  "
          f"{mu_b * MOBILITY:.1f}")
print(f"exponent, fixed screening: {power_frozen:.4f}")
print(f"exponent, updated screening: {power_updated:.4f}")
print("Gate sweep at fixed N_depl = "
      f"{first['n_depl'] / BOHR**2:.1e} A^-2")
print("N_s (A^-2), F (eV/A), k_F (A^-1), mu (A^2/(V fs))")
for a, mu in zip(gate_sweep, mu_gate):
    print(f"{a['n_s'] / BOHR**2:.1e}  {a['field'] * FORCE:.6f}  "
          f"{a['k'] / BOHR:.5f}  {mu * MOBILITY:.1f}")
print(f"exponent, gate sweep: {power_gate:.4f}")
print(f"part from roughness spectrum: {parts[0]:+.4f}")
print(f"part from momentum in screening: {parts[1]:+.4f}")
print(f"part from layer shape: {parts[2]:+.4f}")
print("all good")
```

Printed output:

```
masses m_z, m (electron masses): 0.9, 0.2
degeneracy, dielectric constant: 4, 12.0
barrier: 3.000 eV
rms height, correlation length: 2.00, 15.00 A
Reference layer
N_s, N_depl: 4.00e-04, 4.00e-04 A^-2
F from charges: 0.009048 eV/A
V0 |psi(0)|^2: 0.009048 eV/A
slope of displaced energy: 0.009048 eV/A
hard wall, psi'^2/(2 m_z): 0.008630 eV/A
hard wall, mean force: 0.008630 eV/A
barrier decay length of psi: 1.223 A
F times rms height: 0.01810 eV
energy shift, barrier in by rms: 0.01740 eV
energy shift, barrier out by rms: -0.01881 eV
full-step matrix element: 0.06091 eV
charge share in barrier: 1.85e-03
Fermi energy: 0.0239 eV
gap to second subband: 0.1033 eV
k_F: 0.03545 A^-1
q_s: 0.12598 A^-1
at q = k_F: H = 0.8078, eps = 3.8708, S = 3892.4 A^4
at q = 2 k_F: H = 0.6699, eps = 2.1903, S = 1817.8 A^4
J: 2248.64 A^4
relaxation time, formula: 856.0 fs
relaxation time, state sum: 855.9 fs
mobility, formula: 75279.4 A^2/(V fs)
the same: 7528 cm^2/(V s)
Back bias at fixed N_s; mobilities in A^2/(V fs)
N_depl (A^-2), F (eV/A), mean z (A), mu fixed eps, mu updated eps
2.0e-04  0.006032  13.35  169344.1  158512.3
4.0e-04  0.009048  11.27  75264.4  75264.4
8.0e-04  0.015079  9.17  27095.4  28974.8
exponent, fixed screening: -2.0000
exponent, updated screening: -1.8547
Gate sweep at fixed N_depl = 2.0e-04 A^-2
N_s (A^-2), F (eV/A), k_F (A^-1), mu (A^2/(V fs))
2.0e-04  0.004524  0.02507  328349.7
4.0e-04  0.006032  0.03545  158512.3
6.0e-04  0.007540  0.04342  103626.6
exponent, gate sweep: -2.2577
part from roughness spectrum: +1.3800
part from momentum in screening: -1.7268
part from layer shape: +0.0891
all good
```
